\section*{Thermal Conductivity and Viscosity of a Gas of Maxwell Molecules}

\section{Two decay rates from the same collisions}

Model argon gas at 300 K and 760 Torr by atoms whose repulsive pair potential falls as the inverse fourth power of distance, with the strength set to give a viscosity of $23\,\mu$Pa\,s. In a uniform sample at rest, collisions damp a shear stress at the rate $4.4\times10^{9}\,\mathrm{s^{-1}}$ but a heat flux at only $2.9\times10^{9}\,\mathrm{s^{-1}}$. The ratio is $2/3$, although the same collisions do both. This ratio fixes the conductivity: to first order in the gradients,
\begin{equation}
\kappa=\frac52\,\mu c_v,\qquad c_v=\frac{3k}{2m}.\label{result}
\end{equation}
Here $\kappa$ is the thermal conductivity, $\mu$ the shear viscosity, $m$ the atomic mass and $c_v$ the heat capacity per unit mass.

The gas is classical, dilute and monatomic, and obeys the Boltzmann equation with elastic binary collisions. Its density is $n$, mean velocity $\mathbf u$ and temperature $T$. Write $\mathbf C=\mathbf v-\mathbf u$, $\theta=kT/m$, $W^2=C^2/(2\theta)$, $\rho=nm$ and $p=nkT=\rho\theta$. Heat flows as $\mathbf q=-\kappa\nabla T$. Angle brackets are averages over one atom's velocity distribution. For a Maxwellian, integration by parts gives $\langle C^{2j+2}\rangle=(2j+3)\theta\langle C^{2j}\rangle$, so $\langle C^2\rangle=3\theta$, $\langle C^4\rangle=15\theta^2$ and $\langle C^6\rangle=105\theta^3$.

\section{What one collision does}

\subsection{A rate independent of speed}

The pair potential is $V=K/r^4$. Relative motion has reduced mass $m/2$ and energy $E=mg^2/4$, where $g$ is the relative speed at large separation. With impact parameter $b$ and $x=b/r$, conservation of energy and angular momentum gives the deflection angle
\begin{equation}
\chi=\pi-2\int_0^{x_0}\frac{dx}{\sqrt{1-x^2-x^4/\beta^4}},\qquad
b=\beta\left(\frac{4K}{mg^2}\right)^{1/4},
\end{equation}
because $V/E=4Kx^4/(mg^2b^4)=x^4/\beta^4$. The upper limit $x_0$ is the positive zero of the root. Thus $\chi$ depends on $\beta$ alone. Since $b^2=\beta^2s/g$ with $s=\sqrt{4K/m}$, the collision rate element is
\begin{equation}
d\omega=g\,b\,db\,d\varepsilon=s\,\beta\,d\beta\,d\varepsilon ,
\end{equation}
where $\varepsilon$ is the azimuth of the collision plane. The speed has cancelled. This property defines Maxwell molecules for the present purpose.

The needed integral over collisions is
\begin{equation}
Q=\int\sin^2\chi\,d\omega=2\pi sA_2,\qquad A_2=\int_0^\infty\sin^2\chi\,\beta\,d\beta .
\end{equation}
At large $\beta$ the potential is a small perturbation, $\chi\propto\beta^{-4}$, and the integrand falls as $\beta^{-7}$. The integral converges although the total number of collisions, counting distant ones, does not. Numerical quadrature gives $A_2=0.6169$.

\subsection{Changes of the pair sums}

Let the partner have velocity $\mathbf C_1$, and put $\mathbf G=(\mathbf C+\mathbf C_1)/2$, $\mathbf g=\mathbf C-\mathbf C_1$. A collision leaves $\mathbf G$ and $g$ unchanged and turns $\mathbf g=g\mathbf e$ into $\mathbf g'=g(\mathbf e\cos\chi+\mathbf n\sin\chi)$, with $\mathbf n$ a unit vector normal to $\mathbf e$. Averaging over $\varepsilon$ gives $\overline{\mathbf n}=0$ and $\overline{\mathbf n\mathbf n}=(\mathbf 1-\mathbf e\mathbf e)/2$, so
\begin{align}
\overline{\mathbf g'\mathbf g'}-\mathbf g\mathbf g
&=g^2\sin^2\chi\left[-\mathbf e\mathbf e+\tfrac12(\mathbf 1-\mathbf e\mathbf e)\right]
=-\tfrac32\sin^2\chi\,\mathbf D,\label{turn}\\
\mathbf D&=\mathbf g\mathbf g-\tfrac13g^2\mathbf 1 .\nonumber
\end{align}
Denote by $\Delta\psi=\psi'+\psi_1'-\psi-\psi_1$ the change of a pair sum. From $\mathbf C=\mathbf G+\mathbf g/2$ and $\mathbf C_1=\mathbf G-\mathbf g/2$,
\begin{align}
\mathbf C\mathbf C+\mathbf C_1\mathbf C_1&=2\mathbf G\mathbf G+\tfrac12\mathbf g\mathbf g,\\
C^2\mathbf C+C_1^2\mathbf C_1&=2\mathbf G\left(G^2+\tfrac14g^2\right)+\mathbf g(\mathbf g\cdot\mathbf G).
\end{align}
Only the last term of each line changes. By (\ref{turn}),
\begin{equation}
\overline{\Delta(\mathbf C\mathbf C)}=-\tfrac34\sin^2\chi\,\mathbf D,\qquad
\overline{\Delta(C^2\mathbf C)}=-\tfrac32\sin^2\chi\,\mathbf D\cdot\mathbf G .\label{changes}
\end{equation}

\section{First derivation: solving for the distribution}

\subsection{The source}

Set $f=f_0(1+\varphi)$, where $f_0$ is the local Maxwellian with the true $n,\mathbf u,T$ and $\varphi$ is of first order in the gradients. The streaming side of the Boltzmann equation is evaluated with $f_0$. With $D=\partial_t+\mathbf v\cdot\nabla$,
\begin{equation}
D\ln f_0=D\ln n+\left(W^2-\tfrac32\right)D\ln T+\frac1\theta\mathbf C\cdot D\mathbf u .
\end{equation}
Split $D=D_0+\mathbf C\cdot\nabla$, with $D_0=\partial_t+\mathbf u\cdot\nabla$. At this order conservation of mass, momentum and energy gives the Euler equations
\begin{equation}
D_0\ln n=-\nabla\cdot\mathbf u,\quad D_0\mathbf u=-\frac{\nabla p}{\rho},\quad D_0\ln T=-\tfrac23\nabla\cdot\mathbf u .
\end{equation}
The pressure term is $-\mathbf C\cdot\nabla p/(\rho\theta)=-\mathbf C\cdot(\nabla\ln n+\nabla\ln T)$. It cancels the density gradient and changes $3/2$ to $5/2$. The terms in $\nabla\cdot\mathbf u$ add to $-1-\frac23(W^2-\frac32)=-\frac23W^2=-C^2/(3\theta)$. Hence
\begin{equation}
D\ln f_0=\mathbf A\cdot\nabla\ln T+\frac1\theta S_{ij}\partial_ju_i,\label{source}
\end{equation}
\begin{equation}
\mathbf A=\left(W^2-\tfrac52\right)\mathbf C,\qquad S_{ij}=C_iC_j-\tfrac13C^2\delta_{ij}.
\end{equation}

\subsection{The collision operator}

Energy conservation gives $f_0'f_{01}'=f_0f_{01}$. The part of the collision term linear in $\varphi$ is therefore $f_0L\varphi$, with
\begin{equation}
L\varphi=\int d^3C_1\,f_{01}\int d\omega\,\Delta\varphi .
\end{equation}
The equation to solve is $L\varphi=D\ln f_0$.

For the stress function, average $\mathbf D$ over the partner. Since $\langle\mathbf C_1\rangle=0$ and $\langle\mathbf C_1\mathbf C_1\rangle$ is isotropic, the average is $\mathbf S$. The trace of $\mathbf C\mathbf C$ is conserved in the pair sum, so $\Delta\mathbf S=\Delta(\mathbf C\mathbf C)$ and
\begin{equation}
L\mathbf S=-\lambda_s\mathbf S,\qquad \lambda_s=\tfrac34nQ .
\end{equation}

For heat, the two parts of $\mathbf D\cdot\mathbf G$ are
\begin{align}
\langle\mathbf g(\mathbf g\cdot\mathbf G)\rangle_1&=\tfrac12\langle(\mathbf C-\mathbf C_1)(C^2-C_1^2)\rangle_1=\tfrac12(C^2-3\theta)\mathbf C,\\
\tfrac13\langle g^2\mathbf G\rangle_1&=\tfrac16\langle(C^2+C_1^2-2\mathbf C\cdot\mathbf C_1)(\mathbf C+\mathbf C_1)\rangle_1\nonumber\\
&=\tfrac16(C^2+3\theta-2\theta)\mathbf C .
\end{align}
Their difference is $\frac13(C^2-5\theta)\mathbf C=\frac23\theta\mathbf A$. Because $2\theta\mathbf A=C^2\mathbf C-5\theta\mathbf C$ and momentum is conserved, (\ref{changes}) gives $2\theta L\mathbf A=-\frac32nQ\cdot\frac23\theta\mathbf A$, or
\begin{equation}
L\mathbf A=-\lambda_q\mathbf A,\qquad \lambda_q=\tfrac12nQ=\tfrac23\lambda_s .\label{rates}
\end{equation}

Both source functions are eigenfunctions, so the solution is
\begin{equation}
\varphi=-\frac1{\lambda_q}\mathbf A\cdot\nabla\ln T-\frac1{\theta\lambda_s}S_{ij}\partial_ju_i .\label{phi}
\end{equation}
It adds no density or energy, by parity and because $\mathbf S$ is traceless. It adds no momentum, because $\langle C^2(W^2-\frac52)\rangle=\frac{15}2\theta-\frac{15}2\theta=0$. It is also unique. Relabelling partners and reversing collisions gives
\begin{equation}
\int d^3C\,f_0\,aLa=-\tfrac14\iint d^3C\,d^3C_1\,f_0f_{01}\int d\omega\,(\Delta a)^2 ,\label{bracket}
\end{equation}
so $La=0$ requires $a$ to be conserved in every collision. The only such functions are combinations of $1$, $\mathbf C$ and $C^2$, expressing conservation of number, momentum and energy, and the conditions just verified exclude such additions.

\subsection{The fluxes}

The heat flux follows from the first term of (\ref{phi}):
\begin{align}
\mathbf q&=\int\frac m2C^2\mathbf C f_0\varphi\,d^3C
=-\frac{\rho}{6\lambda_q}\left\langle C^4\left(W^2-\tfrac52\right)\right\rangle\nabla\ln T\nonumber\\
&=-\frac{\rho}{6\lambda_q}\left(\tfrac{105}2-\tfrac{75}2\right)\theta^2\nabla\ln T
=-\frac52\,\frac km\,\frac p{\lambda_q}\nabla T .\label{heat}
\end{align}
The last step uses $\rho\theta^2/T=pk/m$. For the stress, $\langle C_iC_jC_kC_l\rangle=\theta^2(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Removing the trace in $kl$ subtracts $\frac53\theta^2\delta_{ij}\delta_{kl}$, so the extra momentum flux is
\begin{equation}
\Pi_{ij}=-\frac p{\lambda_s}\left(\partial_ju_i+\partial_iu_j-\tfrac23\delta_{ij}\nabla\cdot\mathbf u\right).
\end{equation}
This is the Newtonian form with
\begin{equation}
\mu=\frac p{\lambda_s},\qquad \kappa=\frac52\frac km\frac p{\lambda_q}.\label{coeffs}
\end{equation}
Division and (\ref{rates}) give $\kappa/\mu=\frac52\cdot\frac32\,k/m=\frac{15}4k/m$, which is (\ref{result}). The specific heat at constant pressure is $c_p=5k/(2m)$, so the Prandtl number is $\mu c_p/\kappa=2/3$. The factor $5/2$ is thus $c_p/c_v=5/3$ times the ratio $3/2$ of relaxation rates.

\section{Second derivation: balancing moments}

This route never finds $\varphi$. Multiply the full, nonlinear collision term by a function $\psi$ of velocity and integrate. Relabelling the gain term by the inverse collision, then symmetrizing between partners, gives the production
\begin{equation}
R[\psi]=\tfrac12\iint d^3C\,d^3C_1\,ff_1\int d\omega\,\Delta\psi .
\end{equation}
Here $f$ may be any distribution whose moments below are finite, with $\langle\mathbf C\rangle=0$ by definition of $\mathbf u$.

For $\psi=mC_xC_y$, (\ref{changes}) requires the double average of $g_xg_y$, which is $2\langle C_xC_y\rangle$ because the cross terms vanish. Therefore
\begin{equation}
R[mC_xC_y]=-\tfrac12\cdot\tfrac34Q\cdot2n^2m\langle C_xC_y\rangle=-\lambda_s\Pi_{xy}.
\end{equation}
For $\psi=\frac m2C^2\mathbf C$, both $\mathbf g(\mathbf g\cdot\mathbf G)$ and $g^2\mathbf G$ have double average $\langle C^2\mathbf C\rangle$: every other term contains a single factor $\langle\mathbf C\rangle$. Thus $\mathbf D\cdot\mathbf G$ averages to $\frac23\langle C^2\mathbf C\rangle$, and
\begin{equation}
R\left[\tfrac m2C^2\mathbf C\right]=-\tfrac12\cdot\tfrac32Q\cdot\tfrac23\,n^2\tfrac m2\langle C^2\mathbf C\rangle=-\lambda_q\mathbf q .
\end{equation}
In a uniform gas at rest these are the exponential decays quoted at the start, even for large departures from equilibrium.

Each transport coefficient now follows from one simple state. For viscosity take uniform $n$ and $T$ and a flow $u_x(y)$. The balance of $mv_xv_y$ contains the flux of that quantity along $y$. To first order it may be evaluated with $f_0$, since $\varphi$ would add another gradient:
\begin{equation}
\frac d{dy}\int m(u_x+C_x)C_y^2f_0\,d^3C=\frac d{dy}(u_xp)=p\frac{du_x}{dy}=-\lambda_s\Pi_{xy}.
\end{equation}
The time derivative vanishes at this order, and the terms by which $v_xv_y$ differs from $C_xC_y$ are conserved in collisions. So $\mu=p/\lambda_s$.

For conduction take a gas at rest with uniform pressure and varying temperature. The balance of $\frac m2v^2v_i$ reads
\begin{equation}
\partial_j\int\frac m2C^2C_iC_jf_0\,d^3C
=\partial_i\left(\frac{\rho}{6}\,15\theta^2\right)
=\frac52p\,\partial_i\theta=-\lambda_qq_i .
\end{equation}
Hence $\kappa=\frac52(k/m)p/\lambda_q$, and (\ref{result}) follows again. The driving term has a direct reading. At uniform pressure hot gas is thinner, but the flux of $\frac m2v^2\mathbf v$ still grows in proportion to $T$, and collisions must remove the imbalance.

\section{What each derivation assumes}

Both need binary collisions, small gradients and a value of $Q$ independent of $g$. Maxwell molecules meet the last condition because their whole collision rate is independent of $g$. The two derivations use it differently.

The first linearizes the collision term and requires $\mathbf A$ and $\mathbf S$ to be eigenfunctions. In return it gives the velocity distribution, and (\ref{source}) shows that a pressure gradient by itself drives no heat flux at this order. The second does not linearize the collision term, but it gives no distribution, and its two special states do not by themselves establish the general linear law. Its economy rests on closure: the production of a moment is proportional to that same moment.

\subsection{Other force laws}

If $Q$ depends on $g$, both simplifications are lost. As an example, keep the same distribution of angles but multiply the rate by $g$. Numerical integration of $L\mathbf A$ at the reduced velocities $\mathbf C/\sqrt{2\theta}=(0.3,0.5,0.7)$ and $(1.1,1.3,1.6)$ gives apparent decay rates, $-L\mathbf A/\mathbf A$, that are 23\% larger at the second than at the first. Between these two velocities the ratio is not even smooth: it diverges and changes sign at $W^2=5/2$, where $\mathbf A$ vanishes but $L\mathbf A$ does not. No single rate then describes the heat function.

One can still try $\varphi=-\mathbf A\cdot\nabla\ln T/\Lambda_q$ and choose $\Lambda_q$ so that the equation holds after multiplication by $f_0\mathbf A$ and integration, with $\Lambda_s$ defined likewise from $\mathbf S$. Let $[a,a]$ be minus the left side of (\ref{bracket}), summed over components. Then $\Lambda_q=[\mathbf A,\mathbf A]/(n\langle A^2\rangle)$ and $\Lambda_s=[\mathbf S,\mathbf S]/(n\langle\mathbf S{:}\mathbf S\rangle)$. With $\mathbf M=\mathbf g'\mathbf g'-\mathbf g\mathbf g$,
\begin{equation}
\Delta\mathbf S=\tfrac12\mathbf M,\qquad \Delta\mathbf A=\frac1{2\theta}\mathbf M\cdot\mathbf G .
\end{equation}
In equilibrium $\mathbf G$ is independent of $\mathbf g$, isotropic, and has $\langle G^2\rangle=3\theta/2$. Averaging over it gives $|\Delta\mathbf A|^2\to|\mathbf M|^2/(8\theta)$, while $|\Delta\mathbf S|^2=|\mathbf M|^2/4$. Hence $[\mathbf A,\mathbf A]=[\mathbf S,\mathbf S]/(2\theta)$. The norms are $\langle A^2\rangle=15\theta/2$ and $\langle\mathbf S{:}\mathbf S\rangle=10\theta^2$, so
\begin{equation}
\frac{\Lambda_q}{\Lambda_s}=\frac1{2\theta}\,\frac{10\theta^2}{15\theta/2}=\frac23 .
\end{equation}
This one-function approximation gives $5/2$ for any central force law for which the integrals converge. For Maxwell molecules it is the full first-order solution; in general it is not.

Hard spheres show the difference. Adding to $\mathbf A$ and $\mathbf S$ further trial functions, namely $\mathbf C$ and $\mathbf S$ times higher Laguerre polynomials in $W^2$, and solving the projected linear equations with collision integrals found by Gaussian quadrature, gives $\kappa/(\mu c_v)=2.500$, $2.519$ and $2.522$ with one, two and three functions. The last is 0.9\% above $5/2$.

\section{Argon in a narrow gap}

Let argon, of mass 39.95 u, fill a $100\,\mu$m gap at 300 K and 760 Torr, with a temperature difference of 10 K. The viscosity, $23\,\mu$Pa\,s, is a rough typical value and an input. Equation (\ref{coeffs}) gives $\lambda_s=p/\mu=4.4\times10^9\,\mathrm{s^{-1}}$, and two thirds of this is $\lambda_q$. Using $\lambda_s=\frac34nQ$ to find $s$ gives $K=ms^2/4=4.0\times10^{-4}$ eV\,nm$^4$. The repulsion then equals $kT$ at 0.35 nm, an atomic size. With $c_v=312$ J/(kg\,K),
\begin{equation}
\kappa=2.5\times(23\times10^{-6})\times312\ \mathrm{W/(m\,K)}=18\ \mathrm{mW/(m\,K)} .
\end{equation}
The flux is $\kappa\,(10\ \mathrm K)/(100\,\mu\mathrm m)=1.8\times10^3$ W/m$^2$.

Real argon near room temperature also conducts roughly 18 mW/(m\,K). The agreement supports the ratio, not the force law, since real atoms attract at long range and repel more steeply at short range. The force law shows in the temperature dependence. In the model $\mu=4kT/(3Q)$ is proportional to $T$; for argon between 300 and 400 K the exponent is roughly 0.8. With both matched at 300 K and the ratio held at $5/2$, the model conductivity at 400 K is too high by $(4/3)^{0.2}-1$, roughly 6\%.

The walls cause a small loss. Suppose they return all atoms with a Maxwellian at wall temperature $T_w$. The correction $\varphi$ adds nothing to the number of atoms striking the wall and half of $q$ to their energy flux, because the integrands are even in the normal velocity. With mean speed $\bar c=\sqrt{8kT/(\pi m)}$, the striking number flux is $n\bar c/4$, and a Maxwellian carries $2kT$ per striking atom. Extending the bulk distribution unchanged to the wall gives the estimate
\begin{equation}
q=\frac{n\bar c}4\,2k(T-T_w)+\frac q2,\qquad T-T_w=\frac{q}{nk\bar c}.
\end{equation}
In this estimate each wall acts as an extra gas thickness $\zeta=\kappa T/(p\bar c)$, about 130 nm, and two walls reduce the flux by about 0.3\%. The estimate omits the detailed layer next to the wall. In a kinetic model with a single relaxation time and the same conductivity, that layer raises $\zeta$ by nearly a fifth, which leaves the loss at about 0.3\%. In a gap comparable with $\zeta$ the local law itself fails.

Other neglected effects are small here. A hard sphere giving the same viscosity has diameter $d=0.36$ nm, so the density parameter $2\pi nd^3/3$ is $2.4\times10^{-3}$. For the $r^{-4}$ potential itself the long tail raises the corresponding quantity, $n$ times the second virial coefficient, to $8\times10^{-3}$, still below 1\%. The thermal de Broglie wavelength is 4\% of $d$. The Rayleigh number, which compares buoyancy with viscous and thermal damping, is about $10^{-3}$. Radiation matters more: black walls exchange $4\sigma T^3=6.1$ W/(m$^2$\,K), with $\sigma$ the Stefan--Boltzmann constant, against $\kappa/(100\,\mu\mathrm m)=180$ W/(m$^2$\,K) through the gas. This adds 3.4\% to the heat transfer in parallel, and would have to be subtracted before a measured flux is used to find $\kappa$.

All numerical values are calculated from the stated model.
